# Three PAW Electrostatic Terms for the Hydrogen 1s Density: a program that tests the result

```python
"""PAW electrostatics of the hydrogen 1s density n(r) = exp(-2r)/pi.

Result under test (Hartree atomic units, electron charge counted positive):
    E_smooth + E_ae - E_pseudo = 5/16 - Z - Q*T
E_smooth : Coulomb energy of pseudo density + Q*Gaussian in all space
E_ae     : energy of n inside radius R, with nucleus Z, no nuclear self-energy
E_pseudo : Coulomb energy of pseudo density inside R + Q*(whole Gaussian)
Q        : compensation charge, (charge of n - charge of pseudo in R) - Z
T        : integral from R to infinity of 4 r exp(-2r) erfc(beta r)
Gaussian : (beta^2/pi)^(3/2) exp(-beta^2 r^2)
Closed forms are compared with quadrature of the defining integrals.
"""
import numpy as np
from scipy.special import erf, erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PI = np.pi


def closed_forms(R, beta, Z):
    """All integrals from the derived formulas."""
    d = {}
    e2, e4 = np.exp(-2 * R), np.exp(-4 * R)
    A = 1 + 5 * R / 4 + R**2 / 2
    B = -(R**2 + 3 * R / 2)
    C = (2 * R**2 + R) / 4
    q_in = 1 - e2 * (1 + 2 * R + 2 * R**2)
    qt_in = 4 * e2 * R**3 * (A / 3 + B / 5 + C / 7)
    Q = q_in - qt_in - Z
    V_out = (1 + 2 * R) * e2
    V_in = 1 - V_out
    P = 11 / 16 + 11 * R / 4 + 7 * R**2 / 2 + 2 * R**3
    U_in = 5 / 16 - V_out + e4 * P
    U_out = (1 - q_in) * V_out - e4 * P
    Ut_in = 16 * e4 * R**5 * (A * A / 15 + 8 * A * B / 105 + B * B / 45
                              + 10 * A * C / 189 + 12 * B * C / 385
                              + C * C / 91)
    # K[k] = integral_0^R r^k exp(-beta^2 r^2) dr
    K = {0: np.sqrt(PI) * erf(beta * R) / (2 * beta)}
    gauss_R = np.exp(-(beta * R)**2)
    for k in (2, 4, 6):
        K[k] = ((k - 1) * K[k - 2] - R**(k - 1) * gauss_R) / (2 * beta**2)
    # J[m] = integral_0^R r^m erf(beta r) dr
    J = {m: (R**(m + 1) * erf(beta * R)
             - 2 * beta / np.sqrt(PI) * K[m + 1]) / (m + 1)
         for m in (1, 3, 5)}
    X = 4 * e2 * (A * J[1] + B * J[3] / R**2 + C * J[5] / R**4)
    G = beta * np.sqrt(2 / PI)
    u = beta * R + 1 / beta
    T = V_out * erfc(beta * R) - np.exp(1 / beta**2) * (
        (1 - 2 / beta**2) * erfc(u)
        + 2 * np.exp(-u * u) / (beta * np.sqrt(PI)))
    E_ae = U_in - Z * V_in
    E_pseudo = Ut_in + Q * X + Q**2 * G / 2
    E_smooth = E_pseudo + U_out + qt_in * V_out + Q * (V_out - T)
    d.update(A=A, B=B, C=C, q_in=q_in, qt_in=qt_in, Q=Q, V_in=V_in,
             V_out=V_out, U_in=U_in, U_out=U_out, Ut_in=Ut_in, X=X, G=G,
             T=T, E_ae=E_ae, E_pseudo=E_pseudo, E_smooth=E_smooth,
             total=E_smooth + E_ae - E_pseudo)
    return d


# ---------- independent road: quadrature from the definitions ----------
nodes, weights = np.polynomial.legendre.leggauss(32)
nodes, weights = (nodes + 1) / 2, weights / 2


def density(r):
    return np.exp(-2 * r) / PI


def panels(R):
    edges = R * np.array([0, 0.5, 1, 2, 4, 8, 20])
    return list(zip(edges[:-1], edges[1:]))


def radial_integral(f, R):
    """Integral of f(r) dr from 0 to 20 R."""
    return sum((b - a) * np.sum(weights * f(a + (b - a) * nodes))
               for a, b in panels(R))


def potential(f, r, R):
    """Integral of 4 pi s^2 f(s)/max(r,s), each panel split at s = r."""
    v = np.zeros_like(r)
    for a, b in panels(R):
        c = np.clip(r, a, b)[:, None]
        s = a + (c - a) * nodes
        v += np.sum(weights * (c - a) * 4 * PI * s**2 * f(s), axis=1) / r
        s = c + (b - c) * nodes
        v += np.sum(weights * (b - c) * 4 * PI * s * f(s), axis=1)
    return v


def self_energy(f, R):
    return 0.5 * radial_integral(
        lambda r: 4 * PI * r**2 * f(r) * potential(f, r, R), R)


def make_pseudo(R, bump=0.0):
    """Even quartic matched by linear solve; bump alters only the inside."""
    matrix = [[1, R**2, R**4], [0, 2 * R, 4 * R**3], [0, 2, 12 * R**2]]
    c = np.linalg.solve(matrix, density(R) * np.array([1.0, -2.0, 4.0]))

    def pseudo(r):
        inside = (c[0] + c[1] * r**2 + c[2] * r**4
                  + bump * (1 - (r / R)**2)**3)
        return np.where(r < R, inside, density(r))
    return pseudo


def gaussian(r, beta):
    return (beta**2 / PI)**1.5 * np.exp(-(beta * r)**2)


def by_quadrature(R, beta, Z, bump=0.0, compensate=True):
    pseudo = make_pseudo(R, bump)
    Q = radial_integral(
        lambda r: 4 * PI * r**2 * (density(r) - pseudo(r)), R) - Z
    used = Q if compensate else 0.0

    def n_in(r):
        return np.where(r < R, density(r), 0.0)

    def rho_smooth(r):
        return pseudo(r) + used * gaussian(r, beta)

    def rho_onsite(r):
        return np.where(r < R, pseudo(r), 0.0) + used * gaussian(r, beta)

    smooth = self_energy(rho_smooth, R)
    ae = self_energy(n_in, R) - Z * radial_integral(
        lambda r: 4 * PI * r * n_in(r), R)
    onsite = self_energy(rho_onsite, R)
    return smooth, ae, onsite, Q, smooth + ae - onsite


# the two target energies, from the full density
hartree = self_energy(density, 1.0)
nuclear = -radial_integral(lambda r: 4 * PI * r * density(r), 1.0)
assert abs(hartree - 5 / 16) < 1e-10
assert abs(nuclear + 1) < 1e-10

# each term and the sum, for several radii, widths and nuclear charges
worst = 0.0
for R, beta, Z in [(1.0, 4.0, 1), (1.0, 2.0, 1), (1.0, 4.0, 0),
                   (1.0, 2.0, 0), (1.3, 1.5, 1), (0.8, 3.0, 2)]:
    c = closed_forms(R, beta, Z)
    q = by_quadrature(R, beta, Z)
    pairs = [(c["E_smooth"], q[0]), (c["E_ae"], q[1]),
             (c["E_pseudo"], q[2]), (c["Q"], q[3]),
             (5 / 16 - Z - c["Q"] * c["T"], q[4])]
    for formula, number in pairs:
        worst = max(worst, abs(formula - number))
    assert 0 < c["T"] < erfc(beta * R) * c["V_out"]
assert worst < 1e-10

R, Z = 1.0, 1
sharp, soft = closed_forms(R, 4.0, Z), closed_forms(R, 2.0, Z)
sharp0, soft0 = closed_forms(R, 4.0, 0), closed_forms(R, 2.0, 0)

# polynomial coefficients against the linear solve
pseudo = make_pseudo(R)
x = np.linspace(0, 0.99, 12)
poly = density(R) * (sharp["A"] + sharp["B"] * x**2 + sharp["C"] * x**4)
assert np.max(np.abs(poly - pseudo(x * R))) < 1e-13

# another pseudo density: terms change, sum changes only through Q*T
changed = by_quadrature(R, 2.0, Z, bump=0.05)
assert abs(changed[0] - soft["E_smooth"]) > 1e-3
assert abs(changed[4] - (5 / 16 - Z - changed[3] * soft["T"])) < 1e-10

# no compensation charge: the error is -Q*V_out
bare = by_quadrature(R, 4.0, Z, compensate=False)
bare_error = bare[4] - (5 / 16 - Z)
assert abs(bare_error + sharp["Q"] * sharp["V_out"]) < 1e-10

# smooth term in Fourier space: (1/pi) * integral of rho(k)^2 dk
x1, w1 = np.polynomial.legendre.leggauss(100)
x2, w2 = np.polynomial.legendre.leggauss(700)
r = np.concatenate([(x1 + 1) * R / 2, R + (x2 + 1) * 19 / 2])
w = np.concatenate([w1 * R / 2, w2 * 19 / 2])
xk, wk = np.polynomial.legendre.leggauss(300)
k, wk = (xk + 1) * 40, wk * 40
rho_r = pseudo(r) + sharp["Q"] * gaussian(r, 4.0)
rho_k = np.sinc(np.outer(k, r) / PI) @ (w * 4 * PI * r**2 * rho_r)
fourier = np.sum(wk * rho_k**2) / PI
assert abs(fourier - sharp["E_smooth"]) < 1e-9


def show(label, value, unit, fmt=".8f"):
    print(f"{label} = {value:{fmt}} {unit}".rstrip())


show("sphere radius R", R, "bohr", ".1f")
show("nuclear charge Z", Z, "e", "d")
for name in "ABC":
    show("polynomial " + name, sharp[name], "", ".4f")
show("N = n(R)", density(R), "bohr^-3", ".6f")
show("n(0)", density(0.0), "bohr^-3", ".6f")
show("pseudo density at 0", float(pseudo(0.0)), "bohr^-3", ".6f")
show("q_in", sharp["q_in"], "e")
show("pseudo q_in", sharp["qt_in"], "e")
show("Q", sharp["Q"], "e")
for name in ("V_in", "V_out", "U_in", "U_out"):
    show(name, sharp[name], "hartree")
show("pseudo U_in", sharp["Ut_in"], "hartree")
for title, beta, c, c0 in [("sharp", 4.0, sharp, sharp0),
                           ("soft", 2.0, soft, soft0)]:
    print(f"-- {title} Gaussian, beta = {beta:.1f} bohr^-1")
    show("X = (pseudo_in|g)", c["X"], "hartree")
    show("(g|g)", c["G"], "hartree")
    show("T", c["T"], "hartree", ".4e")
    show("bound erfc(beta R) V_out", erfc(beta * R) * c["V_out"],
         "hartree", ".4e")
    show("E_smooth", c["E_smooth"], "hartree")
    show("E_ae", c["E_ae"], "hartree")
    show("E_pseudo", c["E_pseudo"], "hartree")
    show("sum of three terms", c["total"], "hartree")
    show("leakage -Q T", -c["Q"] * c["T"], "hartree", ".4e")
    show("Z=0 run: Q0", c0["Q"], "e")
    show("Z=0 run: sum (Hartree part)", c0["total"], "hartree")
    show("difference (nuclear part)", c["total"] - c0["total"], "hartree")
print("-- checks")
show("Hartree energy by quadrature", hartree, "hartree")
show("electron-nucleus by quadrature", nuclear, "hartree")
show("exact sum 5/16 - 1", 5 / 16 - 1, "hartree", ".4f")
show("exact sum in eV", (5 / 16 - 1) * HARTREE_EV, "eV", ".4f")
show("E_smooth (sharp) by Fourier", fourier, "hartree")
show("error without compensation", bare_error, "hartree")
show("altered pseudo, soft: E_smooth", changed[0], "hartree")
show("altered pseudo, soft: sum", changed[4], "hartree")
print("closed forms match quadrature within 1e-10 (hartree or e)")
print("all good")
```

Printed output:

```
sphere radius R = 1.0 bohr
nuclear charge Z = 1 e
polynomial A = 2.7500
polynomial B = -2.5000
polynomial C = 0.7500
N = n(R) = 0.043079 bohr^-3
n(0) = 0.318310 bohr^-3
pseudo density at 0 = 0.118466 bohr^-3
q_in = 0.32332358 e
pseudo q_in = 0.28355964 e
Q = -0.96023606 e
V_in = 0.59399415 hartree
V_out = 0.40600585 hartree
U_in = 0.07019017 hartree
U_out = 0.11103856 hartree
pseudo U_in = 0.05160989 hartree
-- sharp Gaussian, beta = 4.0 bohr^-1
X = (pseudo_in|g) = 0.45137299 hartree
(g|g) = 3.19153824 hartree
T = 2.3951e-10 hartree
bound erfc(beta R) V_out = 6.2595e-09 hartree
E_smooth = 0.92587341 hartree
E_ae = -0.52380398 hartree
E_pseudo = 1.08956943 hartree
sum of three terms = -0.68750000 hartree
leakage -Q T = 2.2999e-10 hartree
Z=0 run: Q0 = 0.03976394 e
Z=0 run: sum (Hartree part) = 0.31250000 hartree
difference (nuclear part) = -1.00000000 hartree
-- soft Gaussian, beta = 2.0 bohr^-1
X = (pseudo_in|g) = 0.39475450 hartree
(g|g) = 1.59576912 hartree
T = 2.3943e-04 hartree
bound erfc(beta R) V_out = 1.8992e-03 hartree
E_smooth = 0.24477835 hartree
E_ae = -0.52380398 hartree
E_pseudo = 0.40824446 hartree
sum of three terms = -0.68727009 hartree
leakage -Q T = 2.2991e-04 hartree
Z=0 run: Q0 = 0.03976394 e
Z=0 run: sum (Hartree part) = 0.31249048 hartree
difference (nuclear part) = -0.99976057 hartree
-- checks
Hartree energy by quadrature = 0.31250000 hartree
electron-nucleus by quadrature = -1.00000000 hartree
exact sum 5/16 - 1 = -0.6875 hartree
exact sum in eV = -18.7078 eV
E_smooth (sharp) by Fourier = 0.92587341 hartree
error without compensation = 0.38986146 hartree
altered pseudo, soft: E_smooth = 0.24227845 hartree
altered pseudo, soft: sum = -0.68726245 hartree
closed forms match quadrature within 1e-10 (hartree or e)
all good
```
